# The XDM C6 Coefficient and Its Value 6.75 for Hydrogen: test program

```python
# XDM dispersion coefficient, Hartree atomic units.
# Result under test: C6 = aA aB MA MB / (MA aB + MB aA), a = static polarizability,
# M = sum over spins of int rho d^2, d = r - centroid of exchange hole |gamma|^2/rho.
# Exact: C6 = (2/3) sum w_m w_n/(E_m+E_n), w = squared dipole transition moment,
# E = excitation energy, S = sum w = dipole variance. Claims: with S in place of M the
# formula is an upper bound; M <= S for a determinant; hydrogen has M = S = 3,
# a = 9/2, C6 = 27/4.
import numpy as np, sympy as sp, mpmath as mp
from math import factorial, pi, sqrt, e as euler
from scipy.special import eval_hermite, erfc
from scipy.integrate import quad
from scipy.constants import physical_constants as pc

def show(label, val, unit=""):
    print(f"{label}: {val:.6f} {unit}")
def c6_model(aA, mA, aB, mB):
    return aA*aB*mA*mB/(mA*aB + mB*aA)
def c6_sos(wA, EA, wB, EB):
    return 2/3*np.sum(np.outer(wA, wB)/(EA[:, None] + EB[None, :]))
def alpha_sos(w, E):
    return 2/3*np.sum(w/E)
U6 = "Eh bohr^6"
to_eVA6 = pc["Hartree energy in eV"][0]*(pc["Bohr radius"][0]*1e10)**6

def grid(rmax, nr=80, nt=12):
    x, wx = np.polynomial.legendre.leggauss(nr)
    r, wr = rmax*(x + 1)/2, wx*rmax/2
    ct, wt = np.polynomial.legendre.leggauss(nt)
    ph = 2*pi*np.arange(2*nt)/(2*nt)
    st = np.sqrt(1 - ct**2)
    n = np.array([[s*np.cos(p), s*np.sin(p), c] for s, c in zip(st, ct) for p in ph])
    wa = np.repeat(wt, 2*nt)*pi/nt
    return (r[:, None, None]*n[None]).reshape(-1, 3), np.outer(wr*r*r, wa).ravel(), r, wr

def hole_by_definition(orb, rmax):
    # one spin, spherical density; hole integrated over r2 for references on a skew ray
    pts, w, r, wr = grid(rmax)
    n = np.array([1., 2., 2.])/3
    ref = r[:, None]*n
    p1, p2 = orb(ref), orb(pts)
    rho = (p1**2).sum(0)
    hw = (p1.T @ p2)**2/rho[:, None]*w
    d = ref - hw @ pts
    vol = 4*pi*r*r*wr*rho
    return r, hw.sum(1), d @ n, vol @ (d*d).sum(1), vol @ (d*ref).sum(1)

states = sorted([(a, b, c) for a in range(4) for b in range(4) for c in range(4)
                 if a + b + c <= 3], key=sum)
def trap_orb(pts, om):
    f = [[(om/pi)**.25/sqrt(2**n*factorial(n))*eval_hermite(n, sqrt(om)*pts[:, k])
          * np.exp(-om*pts[:, k]**2/2) for n in range(4)] for k in range(3)]
    return np.array([f[0][a]*f[1][b]*f[2][c] for a, b, c in states])
def trap_matrices(om):
    pts, w, _, _ = grid(12/sqrt(2*om))
    phi = trap_orb(pts, om)
    assert np.allclose((phi*w) @ phi.T, np.eye(20), atol=1e-10)
    return pts, w, phi, np.array([(phi*w*pts[:, k]) @ phi.T for k in range(3)])
def trap_spectrum(om, nocc, nspin):
    X = trap_matrices(om)[3]
    nq = np.array([sum(s) for s in states])
    return (nspin*(X[:, :nocc, nocc:]**2).sum(0).ravel(),
            (om*(nq[None, nocc:] - nq[:nocc, None])).ravel())

# dipole tensor from the Coulomb law; two coupled oscillators diagonalized exactly
R, nv = 15, [sp.Rational(1, 3), sp.Rational(2, 3), sp.Rational(2, 3)]
a, b = sp.symbols("a0:3"), sp.symbols("b0:3")
coul = 1/sp.sqrt(sum((R*nv[k] + b[k] - a[k])**2 for k in range(3)))
zero = {s: 0 for s in a + b}
T = np.array([[float(sp.diff(coul, a[i], b[j]).subs(zero)) for j in range(3)] for i in range(3)])
nf = np.array([float(v) for v in nv])
assert np.allclose(T*R**3, np.eye(3) - 3*np.outer(nf, nf), atol=1e-12)
show("sum of T_ij^2 times R^6", (T**2).sum()*R**6)
oA, oB = 0.5, 0.8
hess = np.block([[oA**2*np.eye(3), T], [T.T, oB**2*np.eye(3)]])
c6_diag = -(np.sqrt(np.linalg.eigvalsh(hess)).sum()/2 - 1.5*(oA + oB))*R**6
sA, sB = trap_spectrum(oA, 1, 1), trap_spectrum(oB, 1, 1)
c6_osc = c6_model(alpha_sos(*sA), sA[0].sum(), alpha_sos(*sB), sB[0].sum())
# tolerance: fourth-order terms are of relative size aA*aB/R^6, about 1e-6
assert abs(c6_diag/c6_sos(*sA, *sB) - 1) < 2e-5 and abs(c6_diag/c6_osc - 1) < 2e-5
show("oscillator omega A", oA, "Eh"); show("oscillator omega B", oB, "Eh")
show("oscillator separation R", R, "bohr")
show("oscillators: -E R^6 by diagonalization", c6_diag, U6)
show("oscillators: closure formula", c6_osc, U6)

# upper-bound property on random spectra
rng = np.random.default_rng(1)
for _ in range(500):
    w1, w2 = rng.random(5), rng.random(7)
    E1, E2 = 0.1 + 3*rng.random(5), 0.1 + 3*rng.random(7)
    assert c6_sos(w1, E1, w2, E2) < c6_model(alpha_sos(w1, E1), w1.sum(), alpha_sos(w2, E2), w2.sum())

# hydrogen: Dalgarno-Lewis function solves the first-order equation
x, y, z, rs = sp.symbols("x y z r", positive=True)
rr = sp.sqrt(x*x + y*y + z*z)
psi0 = sp.exp(-rr)/sp.sqrt(sp.pi); psi1 = -(1 + rr/2)*z*psi0
res = -sum(sp.diff(psi1, v, 2) for v in (x, y, z))/2 + (sp.Rational(1, 2) - 1/rr)*psi1 + z*psi0
for pt in [(1, 2, 3), (sp.Rational(1, 3), sp.Rational(1, 7), 2)]:
    assert abs(res.subs(dict(zip((x, y, z), pt))).evalf(40)) < 1e-25
mom = lambda k: sp.integrate(4*rs**(k + 2)*sp.exp(-2*rs), (rs, 0, sp.oo))
r2, r3 = mom(2), mom(3)
alpha_sym = sp.Rational(2, 3)*(r2 + r3/2)
assert c6_model(alpha_sym, r2, alpha_sym, r2) == sp.Rational(27, 4)

r, norm, dpar, M_H, rd_H = hole_by_definition(
    lambda p: (np.exp(-np.linalg.norm(p, axis=1))/sqrt(pi))[None, :], 40.0)
assert np.allclose(norm, 1, atol=1e-10) and np.allclose(dpar, r, atol=1e-10)
assert abs(M_H - float(r2)) < 1e-9

def h_pseudostates(zeta, N):
    # p-wave radial basis r^k exp(-zeta r), k = 2..N+1
    mp.mp.dps = 80
    zt = mp.mpf(zeta); I = lambda n, s: mp.factorial(n)/s**(n + 1)
    ks = list(range(2, N + 2)); nrm = [1/mp.sqrt(I(2*k, 2*zt)) for k in ks]
    S, H, d = mp.matrix(N, N), mp.matrix(N, N), mp.matrix(N, 1)
    for i, j in enumerate(ks):
        d[i] = nrm[i]*2*I(j + 2, 1 + zt)
        for l, k in enumerate(ks):
            S[i, l] = nrm[i]*nrm[l]*I(j + k, 2*zt)
            H[i, l] = nrm[i]*nrm[l]*((1 - mp.mpf(k*(k - 1))/2)*I(j + k - 2, 2*zt)
                      + (k*zt - 1)*I(j + k - 1, 2*zt) - zt**2/2*I(j + k, 2*zt))
    Li = mp.inverse(mp.cholesky(S))
    Ho, do = Li*H*Li.T, Li*d
    Hn = np.array([[float(Ho[i, l]) for l in range(N)] for i in range(N)])
    ev, U = np.linalg.eigh((Hn + Hn.T)/2)
    return (U.T @ np.array([float(do[i]) for i in range(N)]))**2, ev + 0.5
wH, EH = h_pseudostates("0.8", 16)
a_H, S_H = alpha_sos(wH, EH), wH.sum()
assert abs(a_H - float(alpha_sym)) < 1e-8 and abs(S_H - M_H) < 1e-8
assert abs(2/3*wH @ EH - 1) < 1e-8 and abs(EH[0] - 3/8) < 1e-8
c6_ex = c6_sos(wH, EH, wH, EH)
alt = h_pseudostates("1.0", 14)
assert abs(c6_ex - c6_sos(*alt, *alt)) < 1e-6
cp = 3/pi*quad(lambda u: (2/3*np.sum(wH*EH/(EH**2 + u*u)))**2, 0, np.inf)[0]
assert abs(cp - c6_ex) < 1e-6
c6_H = c6_model(a_H, M_H, a_H, M_H)
assert abs(c6_H - 6.75) < 1e-7 and c6_H > c6_ex
show("H <r^2>", float(r2), "bohr^2"); show("H <r^3>", float(r3), "bohr^3")
show("H M from hole quadrature", M_H, "bohr^2"); show("H S from pseudostates", S_H, "bohr^2")
show("H alpha Dalgarno-Lewis", float(alpha_sym), "bohr^3"); show("H alpha pseudostates", a_H, "bohr^3")
show("H Delta = 2M/(3 alpha)", 2*M_H/(3*a_H), "Eh"); show("H lowest excitation 1s-2p", EH[0], "Eh")
show("H w of 1s-2p", wH[0], "bohr^2"); show("H share of S in 1s-2p", 100*wH[0]/S_H, "%")
show("H-H C6 XDM", c6_H, U6); show("H-H C6 exact", c6_ex, U6)
show("H-H XDM excess", 100*(c6_H/c6_ex - 1), "%")
show("H-H C6 XDM", c6_H*to_eVA6, "eV A^6"); show("H-H C6 exact", c6_ex*to_eVA6, "eV A^6")

# eight non-interacting electrons, s and p shells of a harmonic trap
om = 0.5
r, norm, dpar, M1, rd1 = hole_by_definition(lambda p: trap_orb(p, om)[:4], 12/sqrt(2*om))
assert np.allclose(norm, 1, atol=1e-10)
assert np.allclose(dpar, r*(2*om*r*r - 1)/(2*om*r*r + 1), atol=1e-9)
M_T = 2*M1
assert abs(M_T - 2/om*(3 + sqrt(2*pi*euler)*erfc(1/sqrt(2)))) < 1e-8
wT, ET = trap_spectrum(om, 4, 2)
a_T, S_T = alpha_sos(wT, ET), wT.sum()
assert abs(S_T - 2*rd1) < 1e-8 and abs(S_T - 12/om) < 1e-8 and abs(a_T - 8/om**2) < 1e-8
exT, clT, xT = c6_sos(wT, ET, wT, ET), c6_model(a_T, S_T, a_T, S_T), c6_model(a_T, M_T, a_T, M_T)
assert abs(exT - clT) < 1e-7 and M_T < S_T and xT < exT
show("trap omega", om, "Eh"); show("trap alpha", a_T, "bohr^3")
show("trap S", S_T, "bohr^2"); show("trap M", M_T, "bohr^2"); show("trap M/S", M_T/S_T)
show("trap Delta from S", 2*S_T/(3*a_T), "Eh"); show("trap Delta from M", 2*M_T/(3*a_T), "Eh")
show("trap-trap C6 exact", exT, U6); show("trap-trap C6 closure with S", clT, U6)
show("trap-trap C6 XDM", xT, U6)
exM, clM, xM = c6_sos(wH, EH, wT, ET), c6_model(a_H, S_H, a_T, S_T), c6_model(a_H, M_H, a_T, M_T)
assert exM < clM and xM < clM
show("H-trap C6 exact", exM, U6); show("H-trap C6 closure with S", clM, U6)
show("H-trap C6 XDM", xM, U6)

# random non-spherical three-orbital determinant (one spin)
pts, w, phi, X = trap_matrices(om)
C = np.zeros((20, 3)); C[:10] = np.linalg.qr(rng.normal(size=(10, 3)))[0]
P = C @ C.T
S_R = sum(np.trace(P @ X[k] @ (np.eye(20) - P) @ X[k]) for k in range(3))
occ = C.T @ phi
rho = (occ**2).sum(0)
cen = np.array([np.einsum("ig,ij,jg->g", occ, C.T @ X[k] @ C, occ) for k in range(3)]).T/rho[:, None]
d = pts - cen
M_R = (w*rho) @ (d*d).sum(1)
assert abs((w*rho) @ (d*pts).sum(1) - S_R) < 1e-8 and M_R < S_R
pair = np.einsum("ig,jg->ijg", occ, occ).reshape(9, -1)
kev = np.linalg.eigvalsh((pair*(w/rho)) @ pair.T)   # nonzero spectrum of the hole operator K
assert abs(kev[-1] - 1) < 1e-9 and kev[-2] < 1
show("random determinant S", S_R, "bohr^2"); show("random determinant M", M_R, "bohr^2")
show("K largest eigenvalue", kev[-1]); show("K second eigenvalue", kev[-2])
print("success")
```

It prints:

```
sum of T_ij^2 times R^6: 6.000000 
oscillator omega A: 0.500000 Eh
oscillator omega B: 0.800000 Eh
oscillator separation R: 15.000000 bohr
oscillators: -E R^6 by diagonalization: 2.884617 Eh bohr^6
oscillators: closure formula: 2.884615 Eh bohr^6
H <r^2>: 3.000000 bohr^2
H <r^3>: 7.500000 bohr^3
H M from hole quadrature: 3.000000 bohr^2
H S from pseudostates: 3.000000 bohr^2
H alpha Dalgarno-Lewis: 4.500000 bohr^3
H alpha pseudostates: 4.500000 bohr^3
H Delta = 2M/(3 alpha): 0.444444 Eh
H lowest excitation 1s-2p: 0.375000 Eh
H w of 1s-2p: 1.664787 bohr^2
H share of S in 1s-2p: 55.492896 %
H-H C6 XDM: 6.750000 Eh bohr^6
H-H C6 exact: 6.499027 Eh bohr^6
H-H XDM excess: 3.861706 %
H-H C6 XDM: 4.033307 eV A^6
H-H C6 exact: 3.883343 eV A^6
trap omega: 0.500000 Eh
trap alpha: 32.000000 bohr^3
trap S: 24.000000 bohr^2
trap M: 17.245436 bohr^2
trap M/S: 0.718560 
trap Delta from S: 0.500000 Eh
trap Delta from M: 0.359280 Eh
trap-trap C6 exact: 384.000000 Eh bohr^6
trap-trap C6 closure with S: 384.000000 Eh bohr^6
trap-trap C6 XDM: 275.926981 Eh bohr^6
H-trap C6 exact: 49.848799 Eh bohr^6
H-trap C6 closure with S: 50.823529 Eh bohr^6
H-trap C6 XDM: 42.913807 Eh bohr^6
random determinant S: 16.202870 bohr^2
random determinant M: 14.922974 bohr^2
K largest eigenvalue: 1.000000 
K second eigenvalue: 0.545793 
success
```
